# Reset Noise of a 5 fF Sense Node, Counted in Electrons

## The problem

In an image sensor pixel, the signal charge is collected on a small capacitor called the sense node. Before each measurement the node is reset: a transistor switch connects it to a supply, the node charges to the supply voltage, and the switch opens again. The charge left behind is not the same after every reset.

The node has a total capacitance $C = 5$ fF and is at $T = 300$ K. The supply is at $V = 2$ V, and the closed switch has a resistance $R = 10$ kΩ. Find the root mean square (rms) variation of the charge from one reset to the next, expressed as a number of electrons.

Let $q$ be the positive elementary charge and let $N$ be the number of electrons removed from the node, counted from the uncharged state. The charge on the node is then $Q = qN$, which is positive for a positive supply.

## A tempting solution

Charge is carried by single electrons, and electrons move at random. On average the reset removes

$$\bar N = \frac{CV}{q} = \frac{(5\times10^{-15}\ \text{F})(2\ \text{V})}{1.602177\times10^{-19}\ \text{C}} = 62415$$

electrons. A count of random, independent events follows Poisson statistics, for which the variance equals the mean. The rms variation should therefore be

$$\sqrt{\bar N} = \sqrt{62415} \approx 250 \ \text{electrons}.$$

## Where it goes wrong

The arithmetic is right, and so is the Poisson rule for independent events. The fault is the word "independent". Each electron that leaves the node changes the node voltage, and this changes the chances of the next transfer. If too many electrons have left, the node sits above the supply voltage and electrons are driven back onto it. If too few have left, more are drawn out. The count is regulated while it is being made.

The energy shows how strong this regulation is. Moving the node charge away from its mean by $\Delta Q$ costs $(\Delta Q)^2/(2C)$, as derived below. For a deviation of $\sqrt{\bar N}$ electrons, $(\Delta Q)^2 = q^2\bar N = qCV$, so the cost is

$$\frac{qCV}{2C} = \frac{qV}{2} = 1.602\times10^{-19}\ \text{J}.$$

The thermal energy at 300 K is $kT = 4.142\times10^{-21}$ J, where $k$ is the Boltzmann constant. The proposed typical deviation would thus cost about $39\,kT$. Thermal agitation supplies such an energy with a probability suppressed by a factor of order $e^{-39}$, so this cannot be what happens at a typical reset.

There is a second warning sign. The tempting answer depends on $V$ and vanishes at $V = 0$. Yet a node connected through a resistor to a supply at zero volts still exchanges electrons with it, and its charge still fluctuates.

## The right solution

### Assumptions

The switch behaves as an ohmic resistor in thermal equilibrium and stays closed long enough for the node to settle. It then opens quickly compared with the time constant $RC$, so that the charge present at that instant is trapped. The capacitance does not depend on voltage. Charge pushed onto the node by the switch's own gate, noise of the supply and noise of the readout amplifier are left out.

Under these assumptions, each reset draws one sample from the equilibrium distribution of the node charge. The variation from reset to reset is the width of that distribution. Real switches usually open more slowly than the time constant of this node, which is only 50 ps. The result still holds if the switch remains ohmic and in thermal equilibrium while its resistance rises, because the equilibrium distribution derived below does not contain $R$.

### The energy of node and supply

A capacitor holding charge $Q$ stores the energy $Q^2/(2C)$. To bring this charge to the node, the supply has delivered $Q$ at the voltage $V$ and has lost the energy $QV$. The energy of the two together, apart from a constant, is

$$E(Q) = \frac{Q^2}{2C} - QV .$$

Completing the square gives

$$E(Q) = \frac{Q^2 - 2CVQ}{2C} = \frac{(Q-CV)^2 - C^2V^2}{2C} = \frac{(Q-CV)^2}{2C} - \frac{CV^2}{2}.$$

The last term does not depend on $Q$. The energy is a parabola with its minimum at $Q = CV$. The supply voltage moves the minimum but leaves the curvature $1/C$ unchanged, and the curvature is what limits the fluctuations.

### The width of the distribution

In thermal equilibrium the probability of a charge $Q$ is proportional to $e^{-E(Q)/kT}$. The constant term of $E$ cancels on normalization. With the deviation $x = Q - CV$,

$$P(x) \propto e^{-a x^2}, \qquad a = \frac{1}{2CkT}.$$

The distribution is symmetric, so the mean of $x$ is zero and the variance of the charge is

$$\sigma_Q^2 = \frac{\int_{-\infty}^{\infty} x^2 e^{-ax^2}\,dx}{\int_{-\infty}^{\infty} e^{-ax^2}\,dx}.$$

Integrating the denominator by parts relates the two integrals:

$$\int_{-\infty}^{\infty} 1\cdot e^{-ax^2}dx = \Big[x e^{-ax^2}\Big]_{-\infty}^{\infty} + 2a\int_{-\infty}^{\infty} x^2 e^{-ax^2}dx .$$

The boundary term vanishes, so the ratio is $1/(2a)$, and

$$\sigma_Q^2 = \frac{1}{2a} = kTC .$$

Since $Q = qN$, the rms number of electrons is

$$\boxed{\;\sigma_N = \frac{\sigma_Q}{q} = \frac{\sqrt{kTC}}{q}\;}$$

This is why reset noise is also called kTC noise. The mean energy stored in the fluctuation is $\sigma_Q^2/(2C) = kT/2$, the equipartition value for one quadratic variable.

### The numbers

The unit of $kTC$ is joule times farad. A joule is a coulomb volt and a farad is a coulomb per volt, so the product is a coulomb squared, as a charge variance must be. Step by step,

$$kT = (1.380649\times10^{-23}\ \text{J/K})(300\ \text{K}) = 4.1419\times10^{-21}\ \text{J},$$

$$kTC = (4.1419\times10^{-21}\ \text{J})(5\times10^{-15}\ \text{F}) = 2.0710\times10^{-35}\ \text{C}^2,$$

$$\sigma_Q = \sqrt{2.0710\times10^{-35}\ \text{C}^2} = 4.5508\times10^{-18}\ \text{C},$$

$$\sigma_N = \frac{4.5508\times10^{-18}\ \text{C}}{1.602177\times10^{-19}\ \text{C}} = 28.4 .$$

**The reset noise is about 28 electrons rms.** The tempting solution was too large by a factor of nearly nine.

The same fluctuation can be stated as a voltage. Dividing the charge by the capacitance gives

$$\sigma_V = \frac{\sigma_Q}{C} = \sqrt{\frac{kT}{C}} = 0.910\ \text{mV}.$$

One electron changes the node voltage by $q/C = 0.03204$ mV, and $0.910/0.03204 = 28.4$, in agreement with the count.

### Does it matter that electrons are whole?

The integral treated charge as continuous, whereas $Q$ changes in steps of $q$. The steps are fine compared with the width: one standard deviation spans 28 of them. A direct sum of Boltzmann weights over whole electron numbers gives 28.40 electrons, the same as the formula. In the numerical tests the two agree to better than one part in a million, for supplies of 1 V and of 2 V. This also confirms that, for a node of this size, the width does not depend on the supply voltage.

The formula gives $\sigma_N = 1$ at $C = q^2/(kT)$, which is $5\ \text{fF}/28.4^2 \approx 0.006$ fF at 300 K. Even there the sum over whole electrons gives the same width to better than one part in a million. For still smaller nodes the steps gradually begin to matter. At a quarter of that capacitance the formula gives $\sigma_N = 0.5$. If $CV/q$ is a whole number, the Boltzmann weights are then $e^{-2n^2}$ for a deviation of $n$ electrons, and the sum gives $\sigma_N^2 = 0.215$ instead of $0.25$. For a node that small, the sum has to replace the integral, provided that the node last equilibrates through a resistance well above 26 kΩ, which is the Planck constant divided by $q^2$. A switch that opens slowly enough for the node to settle at such resistances meets this condition, whatever its resistance when fully closed. If the switch opens abruptly from a lower resistance, such as the 10 kΩ used here, quantum fluctuations blur the whole-electron states up to that moment, and neither the sum nor the integral can be relied on.

## The same result from the resistor

The equilibrium argument never mentions how the charge fluctuates. The agent is the thermal noise of the switch, and following it gives an independent derivation.

A resistor in equilibrium acts as a noiseless resistor in series with a random voltage source. At frequencies where classical physics holds, the mean square voltage of this source per unit frequency is $4kTR$, counting positive frequencies only. The constant supply adds no fluctuation. The noise source therefore drives $R$ and $C$ in series, and the node voltage is the part that appears across $C$. With $\omega = 2\pi f$, the voltage divider gives the ratio

$$H(f) = \frac{1/(i\omega C)}{R + 1/(i\omega C)} = \frac{1}{1+i\omega RC}, \qquad |H|^2 = \frac{1}{1+(2\pi fRC)^2}.$$

Contributions from different frequencies are uncorrelated, so their mean squares add:

$$\sigma_V^2 = \int_0^\infty \frac{4kTR}{1+(2\pi f RC)^2}\,df .$$

Substitute $u = 2\pi fRC$, so that $df = du/(2\pi RC)$:

$$\sigma_V^2 = \frac{4kTR}{2\pi RC}\int_0^\infty\frac{du}{1+u^2} = \frac{2kT}{\pi C}\cdot\frac{\pi}{2} = \frac{kT}{C}.$$

Multiplying by $C^2$ returns $\sigma_Q^2 = kTC$.

The resistance has cancelled. A larger $R$ is a stronger noise source, but it also lowers the corner frequency $f_c = 1/(2\pi RC)$ above which the capacitor shorts the noise out. The two effects compensate. Numerical integration gives 0.9102 mV both for 10 kΩ and for 1000 kΩ. A better conducting ohmic switch therefore makes the reset faster, but not quieter. This conclusion rests on equilibrium. Many pixel reset transistors end the reset below threshold, where electrons leave the node over a barrier and almost none return (soft reset). The node is then not in equilibrium with the supply, and ideal one-way thermal emission gives a variance of $kTC/2$, about 20 electrons rms for this node.

The classical noise density requires photon energies $hf$ well below $kT$, where $h$ is the Planck constant. Here $f_c = 3.183$ GHz and $hf_c/(kT) = 5.1\times10^{-4}$, so the condition is well met over the band that carries most of the noise. The ratio is proportional to $1/R$. With a switch of 10 Ω it would be about 0.5, and the classical calculation could no longer be trusted for the node while the switch is closed.

## How long must the switch stay closed?

The result assumes equilibrium. To see how it is reached, follow the electrons through the switch. This also shows what was sound in the tempting solution.

Let $n = N - \bar N$ be the deviation from the mean. Let $r_+(n)$ be the rate of transfers that raise $n$ by one, and $r_-(n)$ the rate of those that lower it. A transfer upward changes $n^2$ by $2n+1$, and a transfer downward changes it by $-2n+1$. Averaging over many resets, denoted by angle brackets,

$$\frac{d\langle n\rangle}{dt} = \langle r_+ - r_-\rangle, \qquad \frac{d\langle n^2\rangle}{dt} = 2\langle n(r_+-r_-)\rangle + \langle r_+ + r_-\rangle .$$

Two facts guide the choice of the rates. The first is Ohm's law: a deviation $n$ puts the node at a voltage $qn/C$ above the supply, which drives a restoring current $qn/(RC)$. In electrons per unit time,

$$r_+ - r_- = -\frac{n}{RC}.$$

The second is that equilibrium must not be disturbed by the transfers, so forward and backward rates between two neighbouring states must be in the ratio of their Boltzmann factors. Rates with this property are

$$r_\pm(n) = r_0\, e^{-\Delta E_\pm/(2kT)}, \qquad \Delta E_\pm = \frac{q^2}{2C}\left[(n\pm1)^2 - n^2\right] = \frac{q^2}{C}\left(\pm n + \tfrac12\right).$$

The energy steps are small compared with $2kT$ when $|n|$ is small compared with $2kTC/q^2 = 2\sigma_N^2 \approx 1600$. The exponentials can then be expanded to first order. In the difference of the rates the terms with $\tfrac12$ cancel:

$$r_+ - r_- \approx -r_0\,\frac{q^2 n}{CkT}.$$

Comparison with Ohm's law gives $r_0 = kT/(q^2R)$. In the sum of the rates the terms linear in $n$ cancel. The remaining relative corrections, $-1/(4\sigma_N^2)$ from the terms with $\tfrac12$ and $n^2/(8\sigma_N^4)$ from second order, are a few parts in ten thousand for typical $n$, which is negligible here. Hence $r_+ + r_- \approx 2r_0$.

Now start from a definite charge at the mean, $n = 0$. Then $\langle n\rangle$ stays zero, $\langle n^2\rangle$ is the variance $\sigma_N^2(t)$, and

$$\frac{d\sigma_N^2(t)}{dt} = -\frac{2\sigma_N^2(t)}{RC} + \frac{2kT}{q^2R}.$$

The right side vanishes at $\sigma_N^2 = kTC/q^2$, the equilibrium value. The difference from this value decays at the rate $2/(RC)$. With $\sigma_N^2(0) = 0$ the solution is

$$\sigma_N^2(t) = \frac{kTC}{q^2}\left(1 - e^{-2t/(RC)}\right).$$

For the present node $RC = (10^4\ \Omega)(5\times10^{-15}\ \text{F}) = 50$ ps. After half a time constant the bracket is $1 - e^{-1} = 0.632$, and the noise is $28.40\sqrt{0.632} = 22.6$ electrons. It is 26.4 electrons after one time constant and 28.4 after three. A numerical solution for single-electron transfers, with the full exponential rates, agrees with this law to better than one part in a thousand at all three times.

At times much shorter than $RC$, the bracket is approximately $2t/(RC)$, and

$$\sigma_N^2(t) \approx \frac{2kT}{q^2R}\,t = 2r_0t .$$

In this model each transfer is a single jump through the whole switch, and $2r_0t$ is the mean number of jumps, both directions counted. In a resistive channel electrons scatter many times on the way, so the jumps are not a literal count of crossings, but near equilibrium, and at times long compared with $h/(kT) = 0.16$ ps, the variance grows at the same rate, which is fixed by $R$ and $T$. Within the model, Poisson counting is correct at first, before the node voltage has had time to respond. For a start at the mean, what must be counted is all jumps in both directions, while the net number removed is zero on average. Later the restoring term $-2\sigma_N^2/(RC)$ takes over and stops the growth. The tempting solution ignored this term. The rates used here hold only for deviations well below 1600 electrons, or about 50 mV, so they do not describe the charging from the uncharged state. That far from equilibrium the noise depends on the kind of switch. If electrons cross a single barrier, nearly all jumps go one way and the variance first follows the net count. It still ends at $kTC/q^2$ once the node has settled, but later than the times given above.

The mean has to settle as well. From the first rate equation, $d\langle n\rangle/dt = -\langle n\rangle/(RC)$, so an initial deviation shrinks as $e^{-t/(RC)}$. A node that starts 300 electrons away from its final mean needs $\ln 300 = 5.7$ time constants, or about 0.29 ns, to come within one electron of it. The mean therefore sets the stricter demand on the reset time in this case. If the switch opens too early, the remaining offset depends on the charge that was there before, and it is an error separate from the thermal noise.

## What changes with the size of the node

Take a node of 20 fF, four times larger, at the same temperature. The charge noise grows as $\sqrt C$ and the voltage noise falls as $1/\sqrt C$:

| Capacitance | Noise in electrons (rms) | Noise voltage (rms) |
|---|---|---|
| 5 fF | 28.4 | 0.910 mV |
| 20 fF | 56.8 | 0.455 mV |

Judged by voltage, the larger node looks quieter. For detecting light this is misleading, because the signal arrives as a number of electrons, and its voltage falls as $1/C$, faster than the noise voltage does. For a signal of $N_s$ electrons the ratio of signal to reset noise is

$$\frac{qN_s/C}{\sqrt{kT/C}} = \frac{qN_s}{\sqrt{kTC}} = \frac{N_s}{\sigma_N}.$$

With $N_s = 100$ this is $100/28.4 = 3.5$ for the small node and $100/56.8 = 1.8$ for the large one. As far as reset noise is concerned, the smaller node is better, although its voltage fluctuates more. This comparison applies when the reset noise remains in the signal. Many sensors measure the node just after the switch opens and subtract that reading from the later one, which removes the reset noise.

Cooling helps slowly, since $\sigma_N$ is proportional to $\sqrt T$. Halving the noise of the 5 fF node by cooling alone would require $300/4 = 75$ K, provided that the capacitance stays the same and the switch still settles. Reducing the capacitance to a quarter, 1.25 fF, would have the same effect at 300 K.

The main values, and the results of the principal numerical checks, are listed in the numerical output below.

## Numbers as computed

```
Node capacitance C: 5.0 fF
Temperature T: 300 K
Reset supply V: 2.0 V
Switch resistance R: 10 kohm
Boltzmann constant k: 1.380649e-23 J/K
Elementary charge q: 1.602177e-19 C
Thermal energy kT: 4.1419e-21 J
Charge variance kTC: 2.0710e-35 C^2
Rms charge sqrt(kTC): 4.5508e-18 C
Reset noise, formula: 28.40 electrons rms
Reset noise, Boltzmann sum: 28.40 electrons rms
Reset noise voltage, formula: 0.9102 mV rms
Noise voltage, integral, R = 10 kohm: 0.9102 mV rms
Noise voltage, integral, R = 1000 kohm: 0.9102 mV rms
Voltage per electron q/C: 0.03204 mV
Mean number of electrons removed CV/q: 62415
Square root of that mean: 249.8
Time constant RC: 50.0 ps
Corner frequency f_c: 3.183 GHz
Ratio h f_c/(kT): 5.09e-04
Noise after 0.5 RC: law 22.58, master equation 22.58 electrons rms
Noise after 1.0 RC: law 26.41, master equation 26.41 electrons rms
Noise after 3.0 RC: law 28.37, master equation 28.37 electrons rms
Larger node capacitance: 20.0 fF
Larger node, reset noise: 56.81 electrons rms
Larger node, noise voltage: 0.4551 mV rms
```
